\section*{The Bloch-Siegert Shift of a Linearly Driven Macrospin}

\section*{Problem}

A macrospin is a magnet whose magnetization stays uniform, so that one unit vector $\mathbf m$ describes it. It sits in a static field $B_0$ along $z$ and a transverse field that oscillates along $x$:
\begin{equation}
\frac{d\mathbf m}{dt}=\mathbf W\times\mathbf m,\qquad
\mathbf W=\gamma\bigl(B_1\cos(\omega t+\varphi),\,0,\,B_0\bigr).
\label{eom}
\end{equation}
Here $\gamma>0$, so free precession runs counterclockwise about $+z$ at $\omega_0=\gamma B_0$. The drive is weak, $B_1\ll B_0$. Damping, anisotropy and noise are absent until part (d).

The linear field is the sum of two rotating fields of strength $B_1/2$ each. One follows the precession, the other turns against it. Write $a=\gamma B_1/2$ for the strength of each half as an angular frequency.

(a) The spin starts along $+z$. Find its long-time mean $\langle m_z\rangle$ in terms of a periodic solution of (\ref{eom}), and use it to define the resonance.

(b) Find the resonance frequency to second order in $B_1$, and the line shape.

(c) An experiment or simulation always starts at the same drive phase $\varphi$. Where does it find the minimum of $\langle m_z\rangle$?

(d) Evaluate the shift for $B_0=200$ mT and $B_1=20$ mT, and compare it with direct integration. Then estimate the effects of Gilbert damping $\alpha=10^{-4}$ and of thermal tilt at 300 K for a macrospin with the moment of a sphere of radius 50 nm and magnetization 140 kA/m.

\section*{Hints}

\begin{enumerate}
\item Over one drive period, (\ref{eom}) rotates every initial vector by the same rotation. What happens to a vector on the rotation axis?
\item Go to the frame that turns with the precession. Keep the counter-rotating half, which oscillates there at $2\omega$.
\item The periodic solution has a small ripple in $z$. Multiply the ripple by the field that caused it before averaging.
\item The ripple also has a value at the starting instant. In (c), compare its size with the detuning you want to measure.
\item For damping, follow the projection of $\mathbf m$ on the periodic solution.
\end{enumerate}

\section*{Solution}

\subsection*{(a) What resonance means}

Let $\mathbf n(0)$ be the unit vector along the axis of the one-period rotation. It returns to itself after each period, so $\mathbf n(t)$ is a periodic solution. For any other solution $\mathbf m$,
\begin{equation}
\frac{d}{dt}(\mathbf m\cdot\mathbf n)
=(\mathbf W\times\mathbf m)\cdot\mathbf n+\mathbf m\cdot(\mathbf W\times\mathbf n)=0,
\end{equation}
because the two triple products are opposite. Hence $\mathbf m=p\,\mathbf n+\mathbf m_\perp$ with constant $p=\mathbf m\cdot\mathbf n$. At a given drive phase, $\mathbf m_\perp$ is turned about $\mathbf n$ by the same angle in each successive period. For a weak drive near resonance this angle is about $2\pi a/\omega$, which is not a multiple of $2\pi$, so $\mathbf m_\perp$ averages to zero. A spin started along $+z$ has $p=n_z(\text{start})$, and therefore
\begin{equation}
\langle m_z\rangle=n_z(\text{start})\,\langle n_z\rangle .
\label{mean}
\end{equation}
If the starting phase is spread uniformly over a period, the first factor also averages to $\langle n_z\rangle$, and the result is $\langle n_z\rangle^2\ge0$. Its minimum, zero, defines the resonance:
\begin{equation}
\langle n_z\rangle=0 .
\label{criterion}
\end{equation}

\subsection*{(b) The shift and the line}

Take $\varphi=0$ and use the rotating axes $\mathbf e_1=(\cos\omega t,\sin\omega t,0)$ and $\mathbf e_2=(-\sin\omega t,\cos\omega t,0)$. Since $\hat{\mathbf x}=\cos\omega t\,\mathbf e_1-\sin\omega t\,\mathbf e_2$, the drive is
\begin{align}
2a\cos\omega t\,\hat{\mathbf x}
&=2a\cos^2\!\omega t\,\mathbf e_1-2a\cos\omega t\sin\omega t\,\mathbf e_2\nonumber\\
&=a(1+\cos2\omega t)\,\mathbf e_1-a\sin2\omega t\,\mathbf e_2 .
\end{align}
The constant part is the co-rotating half; the rest is the counter-rotating half. The turning of the frame subtracts $\omega$ from the $z$ component, which becomes $D=\omega_0-\omega$. The components $(u_1,u_2,u_z)$ of $\mathbf n$ then obey
\begin{align}
\dot u_1&=-a\sin2\omega t\;u_z-D\,u_2,\label{u1}\\
\dot u_2&=D\,u_1-a(1+\cos2\omega t)\,u_z,\label{u2}\\
\dot u_z&=a(1+\cos2\omega t)\,u_2+a\sin2\omega t\;u_1.\label{uz}
\end{align}

Near resonance the mean field in this frame points along $\mathbf e_1$, and so does $\mathbf n$. Take $D$ of order $a^2/\omega$, to be confirmed by the result, and set $u_1\simeq1$ with small $u_2$. Integrating (\ref{uz}) gives
\begin{equation}
u_z=\eta-\frac{a}{2\omega}\cos2\omega t,\qquad \eta=\langle n_z\rangle .
\label{ripple}
\end{equation}
By (\ref{u1}) and (\ref{u2}), the corrections to $u_1$ and $u_2$ have rates of order $a^2/\omega$ and oscillate at multiples of $2\omega$, so they are of order $a^2/\omega^2$. The correction to $u_1$ contains only cosines, so it has no mean product with $\sin2\omega t$ and forces no larger constant part of $u_2$.

A periodic $u_2$ has a rate with zero mean. From (\ref{u2}) and (\ref{ripple}),
\begin{align}
0&=D-a\left\langle(1+\cos2\omega t)\left(\eta-\frac{a}{2\omega}\cos2\omega t\right)\right\rangle\nonumber\\
&=D-a\eta+\frac{a^2}{2\omega}\langle\cos^2 2\omega t\rangle
=D-a\eta+\frac{a^2}{4\omega}.
\label{balance}
\end{align}
The resonance condition $\eta=0$ gives $\omega=\omega_0+a^2/(4\omega)$. Replacing $\omega$ by $\omega_0$ in the small term changes the result only at order $a^4/\omega_0^3$, which is also the order of the other neglected terms. Thus
\begin{equation}
\boxed{\;\omega_{\rm res}=\omega_0+\frac{a^2}{4\omega_0}
=\omega_0\left(1+\frac{B_1^2}{16B_0^2}\right)\;}
\label{bs}
\end{equation}
to second order. No odd powers can appear: reversing the sign of $B_1$ delays the drive by half a period, which does not alter condition (\ref{criterion}).

The sign has a simple reading. Seen from a frame that turns with the counter-rotating half, that half is a static transverse field $a$, and the $z$ component is $\omega_0+\omega\simeq2\omega_0$. The precession rate there is $\sqrt{(2\omega_0)^2+a^2}\simeq2\omega_0+a^2/(4\omega_0)$. The counter-rotating field thus speeds up the precession, and the drive must be faster to keep step.

For the line shape let $\delta=\omega-\omega_{\rm res}$. Equation (\ref{balance}) reads $\eta=-\delta/a$ for $|\delta|\ll a$. When $\delta$ is comparable with $a$, $\mathbf n$ lies to leading order along the mean field $(a,0,-\delta)$, so $\langle n_z\rangle=-\delta/\sqrt{a^2+\delta^2}$. The phase-averaged line is
\begin{equation}
\overline{\langle m_z\rangle}=\frac{\delta^2}{a^2+\delta^2}.
\label{line}
\end{equation}
It is a dip of full width $2a$ at half depth. The ratio of shift to width is $a/(8\omega_0)$, so a weaker drive makes the shift smaller even relative to the line.

\subsection*{(c) A fixed starting phase}

For general $\varphi$, the ripple in (\ref{ripple}) becomes $-(a/2\omega)\cos(2\omega t+2\varphi)$. At the start, $n_z=\eta-(a/2\omega)\cos2\varphi$. With $\eta=-\delta/a$, equation (\ref{mean}) gives
\begin{equation}
\langle m_z\rangle=\frac{\delta}{a}\left(\frac{\delta}{a}+\frac{a}{2\omega}\cos2\varphi\right).
\end{equation}
Setting the derivative to zero,
\begin{equation}
\frac{2\delta}{a^2}+\frac{\cos2\varphi}{2\omega}=0
\quad\Rightarrow\quad
\delta=-\frac{a^2}{4\omega}\cos2\varphi ,
\end{equation}
and adding $\omega_{\rm res}$ from (\ref{bs}),
\begin{equation}
\omega_{\rm min}=\omega_0+\frac{a^2}{4\omega_0}\,(1-\cos2\varphi).
\label{phase}
\end{equation}
The ripple is of first order in $a/\omega$, but it displaces the minimum by as much as the shift itself. A cosine start ($\varphi=0$) puts the minimum at $\omega_0$ and hides the shift. A sine start ($\varphi=\pi/2$) doubles it. At $\varphi=\pi/4$ the ripple vanishes at the start and the minimum lies at $\omega_{\rm res}$.

\subsection*{(d) Numbers, integration and imperfections}

With the free-electron value $\gamma/2\pi=28.025$ GHz/T, the Larmor frequency is $28.025\times0.200=5.605$ GHz and $a/2\pi=28.025\times0.010$ GHz $=280.25$ MHz. The shift is
\begin{equation}
\frac{\omega_{\rm res}-\omega_0}{2\pi}
=\frac{(280.25\ \text{MHz})^2}{4\times5605\ \text{MHz}}=3.503\ \text{MHz}.
\end{equation}
If the frequency is fixed and the field is swept, the resonance lies lower by $B_1^2/(16B_0)=0.125$ mT. The full line width is 560.5 MHz, 160 times the shift, so the centre must be located to a small fraction of the width.

The first numerical check integrates the rotation over one drive period, takes its axis, and searches for the frequency at which $\langle n_z\rangle=0$. It uses neither the rotating frame nor an expansion. It gives 3.5037 MHz, against 3.5031 MHz from (\ref{bs}). At $B_1/B_0=0.2$ and $0.4$ the integrated shifts are $0.0025015\,\omega_0$ and $0.0100239\,\omega_0$; the formula gives $0.0025\,\omega_0$ and $0.01\,\omega_0$. The remainder grows by a factor of about 15.5 when the drive doubles, close to the 16 of a fourth-order term. At $B_1/B_0=0.4$ it is still only 0.24\% of the shift. The derivation assumes $a\ll\omega_0$. The mean line level at detunings $\pm a$ is 0.4999, as (\ref{line}) requires.

The second check follows the spin itself from the pole for 10 Rabi cycles, or 35.68 ns. The mean of $m_z$ is taken with the smooth weight $\sin^4(\pi t/T)$, where $T$ is the observation time, to suppress end effects. A parabola through three frequencies locates the minimum. For $\varphi=0,\ \pi/4,\ \pi/2$ it lies $-0.003$, $3.503$ and $7.001$ MHz above the Larmor frequency. Equation (\ref{phase}) predicts 0, 3.503 and 7.006 MHz. The last digit of the integrated values is not converged: the exact long-time minima of (\ref{mean}) lie about 0.002 MHz higher, at $-0.0014$, $3.5045$ and $7.0027$ MHz. The runs below keep $\varphi=\pi/4$ and add one effect at a time.

\paragraph{Damping.} The Landau-Lifshitz-Gilbert equation adds $\alpha\,\mathbf m\times\dot{\mathbf m}$ to (\ref{eom}). To first order in $\alpha$ this is
\begin{equation}
\alpha\,\mathbf m\times(\mathbf W\times\mathbf m)=\alpha\,[\mathbf W-\mathbf m(\mathbf m\cdot\mathbf W)],
\end{equation}
with $\mathbf W$ the laboratory field. Let $\mathbf n$ remain the undamped periodic solution. Then $p=\mathbf m\cdot\mathbf n$ drifts as
\begin{equation}
\dot p=\alpha\,[\mathbf W\cdot\mathbf n-p\,\mathbf m\cdot\mathbf W]\simeq\alpha(a+\omega_0\eta).
\end{equation}
The mean of $\mathbf W\cdot\mathbf n$ contains $a$ from the co-rotating half and $\omega_0\eta$ from the static field. The last term is dropped because $p$ is small and $m_z$ averages to nearly zero over a Rabi cycle. With $p(0)=\eta$ and mean observation time $\bar t$,
\begin{equation}
\langle m_z\rangle=\eta\,[\eta(1+\alpha\omega_0\bar t)+\alpha a\bar t\,].
\end{equation}
The minimum is at $\eta=-\alpha a\bar t/[2(1+\alpha\omega_0\bar t)]$. Since $\delta=-a\eta$,
\begin{equation}
\delta_\alpha=\frac{\alpha a^2\bar t}{2(1+\alpha\omega_0\bar t)} .
\end{equation}
The weight is symmetric, so $\bar t=17.84$ ns. Then $\alpha a\bar t=0.00314$, $\alpha\omega_0\bar t=0.063$, and $\delta_\alpha/2\pi=280.25\times0.00314/(2\times1.063)=0.414$ MHz. The integration gives 0.413 MHz, about 12\% of the Bloch-Siegert shift. Longer observation increases this error.

\paragraph{Thermal tilt.} If the spin starts with a small component $s$ along the co-rotating field, $p=\eta+s$ and $\langle m_z\rangle=\eta(\eta+s)$. The minimum is at $\eta=-s/2$, or $\delta_s=as/2$. For a moment $\mu=M_sV$, where $M_s$ is the magnetization and $V$ the volume, a small tilt costs energy $\mu B_0s^2/2$ per transverse component. Equipartition sets its mean to $kT_{\rm th}/2$ at temperature $T_{\rm th}$, so the standard deviation of $s$ is $\sqrt{kT_{\rm th}/\mu B_0}=0.0168$ at 300 K. This corresponds to $280.25\times0.0168/2=2.35$ MHz, and an integration started with this tilt gives 2.355 MHz. Both values assume the same tilt at every frequency of the scan; such a tilt displaces the minimum by an amount comparable with the shift. Thermal tilts differ from shot to shot and have zero mean, so their linear effect cancels when many shots are averaged at each frequency. Thermal noise during the run is not included.

\paragraph{Limits of the example.} The damping and magnetization are rough values for a low-damping garnet-type ferrimagnetic insulator, not data for one compound. The demagnetizing field of a perfect, uniformly magnetized sphere is antiparallel to $\mathbf m$ and exerts no torque. Uniformity is itself an assumption here. For an exchange stiffness of 4 pJ/m, exchange alone would put the lowest non-uniform mode of a sphere of radius 50 nm only 2.78 GHz above the uniform precession, which is less than the Larmor frequency of 5.605 GHz. The dipolar field of the mode, left out of this estimate, shifts the value. Once the drive has turned the magnetization over, its Zeeman energy can feed non-uniform modes through the dipolar interaction. The sphere therefore cannot be relied on to stay uniform over ten Rabi cycles, and the numbers above are results of the macrospin model, not predictions for such a sphere. The 20 mT drive needs a large current density. Close above a wide thin strip of width $w$ the field is about $\mu_0I/(2w)$, so a 1 µm wide, 0.2 µm thick copper strip needs a peak current of roughly 32 mA, or 16 MA/cm$^2$, by this estimate. The finite width and thickness of the strip make the field at the centre of a sphere resting on it nearly 20\% weaker than the estimate, so 20 mT there takes about 39 mA. With rough resistivity $\rho=1.7$ µΩ cm and heat capacity $C=3.4$ J/(cm$^3$ K), the heating without heat loss is $\rho J^2T/(2C)$ for peak current density $J$, or about 2 K at 32 mA and 3 K at 39 mA; skin effect is ignored. Anisotropy has been left out so far; the second variation estimates its effect.

\section*{Variation 1: an elliptical drive}

\emph{Scale the counter-rotating half by a factor $c$ and hold the co-rotating half fixed. How does the shift change?}

In the rotating frame the drive is now $a(1+c\cos2\omega t)\,\mathbf e_1-ac\sin2\omega t\,\mathbf e_2$. The ripple becomes $-(ca/2\omega)\cos2\omega t$, and the field component that multiplies it in (\ref{u2}) also carries a factor $c$. The balance is
\begin{equation}
D-a\eta+\frac{c^2a^2}{4\omega}=0,\qquad
\omega_{\rm res}\simeq\omega_0+\frac{c^2a^2}{4\omega_0}.
\end{equation}
The shift needs the counter-rotating field twice: once to make the ripple and once to act on it. Integration at $c=1/2$ gives 0.2501 of the linear-drive shift. For $c=0$ the rotating-frame field is the constant vector $(a,0,D)$. The periodic solution lies along it, and $n_z=0$ requires $D=0$ at any drive strength. The integrated shift is zero to the printed 0.00001 MHz.

\section*{Variation 2: a residual uniaxial anisotropy}

\emph{Add a field $B_Km_z$ along $z$, with $\kappa=\gamma B_K\ll a$, and start at $\varphi=\pi/4$. How far does the minimum move?}

Absorb the Bloch-Siegert shift in $\Delta=-\delta$. The slow motion in the rotating frame has the field $(a,0,\Delta+\kappa m_z)$. The mean of the $\mathbf e_2$ equation gives
\begin{equation}
a\langle m_z\rangle=\Delta\langle m_1\rangle+\kappa\langle m_1m_z\rangle .
\label{ani}
\end{equation}
The quantity $am_1+\Delta m_z+\kappa m_z^2/2$ is conserved, since its gradient is the field and $\dot{\mathbf m}$ is perpendicular to the field. Starting from $m_z=1$,
\begin{equation}
am_1=\Delta(1-m_z)+\frac{\kappa}{2}(1-m_z^2).
\end{equation}
At lowest order $m_z=\cos at$, so $\langle m_z\rangle=\langle m_z^3\rangle=0$ and $\langle m_z^2\rangle=1/2$. Hence $\langle m_1\rangle=(\Delta+\kappa/4)/a$ and $\langle m_1m_z\rangle=-\Delta/(2a)$. Equation (\ref{ani}) becomes
\begin{equation}
\langle m_z\rangle=\frac{1}{a^2}\left(\Delta^2+\frac{\Delta\kappa}{4}-\frac{\Delta\kappa}{2}\right)
=\frac{1}{a^2}\left(\Delta^2-\frac{\Delta\kappa}{4}\right).
\end{equation}
The minimum is at $\Delta=\kappa/8$, so the drive frequency at the minimum moves by $-\gamma B_K/8$. For $B_K=0.20$ mT this is $-0.701$ MHz; integration gives $-0.684$ MHz. The relative difference is about 2\%. Most of it comes from the parabola through three frequencies spaced by $0.05a$, because the line also contains a term proportional to $\kappa\Delta^3$.

The displacement equals the Bloch-Siegert shift in size when $\gamma B_K/8=\gamma B_1^2/(16B_0)$, or $B_K=B_1^2/(2B_0)=1.00$ mT. A rough crystal anisotropy field for the garnet-type case is 5 mT, five times larger. It is generally not uniaxial, and $\kappa/a$ would be 0.5, so the formula then gives only a scale. That scale is enough to show that uncompensated anisotropy can mask the shift.

A comparison helps when the residual anisotropy is small. Keep the start at $\varphi=\pi/4$, and measure the minimum with linear drive and again with purely co-rotating drive of the same $a$. With a cosine start the difference would vanish, as (\ref{phase}) shows. The anisotropy displacement is common to both at leading order, while the Bloch-Siegert shift appears only with linear drive. At $B_K=0.20$ mT the two integrated minima differ by 3.503 MHz, the shift found in (d).

\section*{Calculated quantities}
\begin{verbatim}
Static field B0: 200.0 mT
Linear drive amplitude B1: 20.0 mT
Gyromagnetic ratio/(2 pi): 28.0250 GHz/T
Larmor frequency: 5.60499 GHz
Rotating half a/(2 pi): 280.25 MHz
Full line width 2a/(2 pi): 560.50 MHz
Shift, formula: 3.5031 MHz
Shift, one-period integration: 3.5037 MHz
Resonance frequency, integrated: 5.60849 GHz
Relative shift, formula: 6.2500e-04 (no unit)
Equivalent field shift: 0.1250 mT
Shift/w0 at B1/B0=0.2: 0.0025015 (no unit)
Shift/w0 at B1/B0=0.4: 0.0100239 (no unit)
Remainder ratio, 0.4 over 0.2: 15.48 (no unit)
Shift, co-rotating drive only: 0.00000 MHz
Shift ratio, half counter-field: 0.2501 (no unit)
n_z wobble amplitude a/(2 w0): 0.0250 (no unit)
Line level at detuning a: 0.4999 (no unit)
LLG minimum, cosine start: -0.003 MHz above Larmor
LLG minimum, phase pi/4: 3.503 MHz above Larmor
LLG minimum, phase pi/2: 7.001 MHz above Larmor
Rabi cycles observed: 10 (count)
Observation time: 35.68 ns
Gilbert damping: 1.0e-04 (no unit)
Damping displacement, formula: 0.414 MHz
Damping displacement, LLG: 0.413 MHz
Residual anisotropy field: 0.20 mT
Anisotropy displacement, formula: -0.701 MHz
Anisotropy displacement, LLG: -0.684 MHz
Linear minus circular, LLG: 3.503 MHz
Anisotropy field matching shift: 1.00 mT
Rough crystal anisotropy field: 5.0 mT
Crystal/matching field ratio: 5.0 (no unit)
Temperature: 300 K
Sphere radius: 50 nm
Saturation magnetization: 140 kA/m
Thermal tilt, one component: 0.0168 rad
Tilt displacement, formula: 2.355 MHz
Tilt displacement, LLG: 2.355 MHz
Exchange stiffness: 4.0 pJ/m
Lowest exchange-mode gap: 2.78 GHz
Copper strip width: 1.0 um
Copper strip thickness: 0.2 um
Peak strip current: 31.8 mA
Peak current density: 15.9 MA/cm2
Adiabatic strip heating: 2.26 K
\end{verbatim}
